**Oxygen vacancy energies with atomic and molecular references**

The program examines the relation $E_f[\text{atom}]-E_f[\tfrac12{\rm O_2}]=D/2$, where $E_f$ is the energy to remove one neutral oxygen atom from an oxide and $D=2E({\rm O})-E({\rm O_2})$ is the electronic dissociation energy of O₂. The vacancy energies, 9.1 and 6.5 eV, are model inputs; the atom and the molecule are computed with CCSD(T) and PBE. The program asserts that a molecule pulled to 10 Å gives the same $D$ as two separate atoms within 0.01 eV, and that the extrapolated CCSD(T) value of $D/2$ lies within 0.15 eV of 2.6 eV. It also asserts that the PBE value of $D/2$ exceeds 2.6 eV by more than 0.3 eV. For an anneal at 1300 K, it finds the dissociation equilibrium and the vacancy number by counting states with the free-atom reference, and asserts that the vacancy fraction agrees with the half-molecule formula to a relative $10^{-5}$. The output shows a fraction of $2.0\times10^{-17}$ by both routes. Combining the atomic vacancy energy with the molecular chemical potential lowers the predicted density by about ten powers of ten.

## Numerical verification

```python
"""Oxygen vacancy energies with two oxygen references.

Result under test:
    E_f[free atom] - E_f[half O2] = D/2,   D = 2 E(O) - E(O2),
and the equilibrium vacancy fraction is the same with either reference.
E_f : energy to remove one neutral O from the oxide (eV)
D   : electronic dissociation energy of O2 (eV)
mu  : oxygen chemical potential measured from the chosen reference (eV)
The vacancy energies are model inputs; O and O2 are computed with pyscf.
"""
import itertools
import h5py
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.linalg import block_diag
from pyscf import gto, scf, dft, cc, lib

lib.num_threads(1)
mp.mp.dps = 45
HARTREE = const.physical_constants["Hartree energy in eV"][0]
BOND = 1.21          # O2 bond length, angstrom (rounded)
storage_number = itertools.count()


class MemoryStorage(h5py.File):
    """Temporary array storage held in memory, never written to disk."""

    def __init__(self, *args, **kwargs):
        super().__init__(f"in_memory_{next(storage_number)}", "w",
                         driver="core", backing_store=False)


lib.H5TmpFile = MemoryStorage   # pyscf keeps its large scratch arrays here


def make_molecule(atoms, spin, basis):
    return gto.M(atom=atoms, spin=spin, basis=basis, verbose=0)


def converge(mean_field, density=None):
    mean_field.conv_tol = 1e-9
    mean_field.max_cycle = 100
    mean_field.kernel(density)
    if not mean_field.converged:
        mean_field = mean_field.newton()
        mean_field.kernel()
    assert mean_field.converged
    return mean_field


def coupled_cluster(molecule, density=None):
    """Return the UHF object, its energy and the CCSD(T) correlation energy."""
    mean_field = converge(scf.UHF(molecule), density)
    solver = cc.UCCSD(mean_field, frozen=molecule.natm)
    solver.max_cycle = 100
    solver.kernel()
    assert solver.converged
    return mean_field, mean_field.e_tot, solver.e_corr + solver.ccsd_t()


# ---- dissociation energy of O2 from electronic-structure theory ----
ATOM = "O 0 0 0"
DIMER = f"O 0 0 0; O 0 0 {BOND}"
hf_part, corr_part = {}, {}
for basis in ("cc-pvdz", "cc-pvtz"):
    atom_mf, atom_hf, atom_corr = coupled_cluster(
        make_molecule(ATOM, 2, basis))
    _, mol_hf, mol_corr = coupled_cluster(make_molecule(DIMER, 2, basis))
    hf_part[basis] = (2 * atom_hf - mol_hf) * HARTREE
    corr_part[basis] = (2 * atom_corr - mol_corr) * HARTREE
    if basis == "cc-pvdz":
        # Pull the molecule apart; the total spin is that of parallel atoms.
        far = make_molecule("O 0 0 0; O 0 0 10.0", 4, basis)
        atom_dm = atom_mf.make_rdm1()
        start = np.array([block_diag(d, d) for d in atom_dm])
        _, far_hf, far_corr = coupled_cluster(far, start)
        D_pulled = (far_hf + far_corr - mol_hf - mol_corr) * HARTREE
D_dz = hf_part["cc-pvdz"] + corr_part["cc-pvdz"]
D_tz = hf_part["cc-pvtz"] + corr_part["cc-pvtz"]
# Correlation error taken to fall as the inverse cube of the basis level.
D_cc = hf_part["cc-pvtz"] + (27 * corr_part["cc-pvtz"]
                             - 8 * corr_part["cc-pvdz"]) / 19
assert abs(D_pulled - D_dz) < 0.01


def pbe_energy(atoms):
    mean_field = dft.UKS(make_molecule(atoms, 2, "cc-pvtz"))
    mean_field.xc = "pbe"
    return converge(mean_field).e_tot


D_pbe = (2 * pbe_energy(ATOM) - pbe_energy(DIMER)) * HARTREE

# ---- model oxide and anneal ----
E_atom_ref, E_half_ref = 9.1, 6.5      # eV
gap = E_atom_ref - E_half_ref
D_needed = 2 * gap
# Allowance: remaining small-basis error of the extrapolated value.
assert abs(D_cc / 2 - gap) < 0.15
assert D_pbe / 2 - gap > 0.3           # PBE overbinding is not negligible

T = 1300.0                             # K
p_torr = 1e-3                          # Torr
site_density = 5.5e22                  # O sites per cm3, rough
vib_quantum = 0.20                     # O2 vibration, eV, rough
kT_J = const.k * T
kT = kT_J / const.e
mass = 16 * const.atomic_mass
pressure = p_torr * const.torr

# Partition functions per volume, each from its own energy minimum.
wave_atom = const.h / np.sqrt(2 * np.pi * mass * kT_J)
wave_mol = const.h / np.sqrt(4 * np.pi * mass * kT_J)
inertia = mass / 2 * (BOND * const.angstrom) ** 2
rotation = inertia * kT_J / const.hbar ** 2      # symmetry number 2 included
vibration = np.exp(-vib_quantum / (2 * kT)) / (1 - np.exp(-vib_quantum / kT))
q_atom = 9 / wave_atom ** 3
q_mol = 3 / wave_mol ** 3 * rotation * vibration

# ---- counting road: closed box of gas, energy zero = free atoms ----
volume = 1e-6                          # m3
total_atoms = mp.mpf(2 * pressure * volume / kT_J)
ln_atom = mp.log(q_atom * volume)
ln_mol = mp.log(q_mol * volume) + mp.mpf(D_needed) / kT


def gas_free_energy(n_atoms, n_mols):
    """Free energy divided by kT from indistinguishable-particle counting."""
    return (mp.loggamma(n_atoms + 1) - n_atoms * ln_atom
            + mp.loggamma(n_mols + 1) - n_mols * ln_mol)


def balance(change, low, high):
    """Number at which a free-energy change turns from negative to positive."""
    a, b = mp.log(low), mp.log(high)
    assert change(mp.exp(a)) < 0 < change(mp.exp(b))
    for _ in range(110):
        middle = (a + b) / 2
        if change(mp.exp(middle)) < 0:
            a = middle
        else:
            b = middle
    return mp.exp((a + b) / 2)


def dissociate_one(n):
    m = (total_atoms - n) / 2
    return gas_free_energy(n + 2, m - 1) - gas_free_energy(n, m)


n_free = balance(dissociate_one, mp.mpf(1), total_atoms * mp.mpf("0.999"))
n_mol = (total_atoms - n_free) / 2
mu_atom_kT = gas_free_energy(n_free + 1, n_mol) - gas_free_energy(n_free, n_mol)

# Count arrangements of vacancies, using the free-atom vacancy energy.
sites = mp.mpf(10) ** 26


def crystal_free_energy(n):
    arrangements = (mp.loggamma(sites + 1) - mp.loggamma(n + 1)
                    - mp.loggamma(sites - n + 1))
    return n * mp.mpf(E_atom_ref) / kT - arrangements


def add_vacancy(n):
    return crystal_free_energy(n + 1) - crystal_free_energy(n) + mu_atom_kT


x_counted = float(balance(add_vacancy, mp.mpf(1), sites / 2) / sites)

# ---- formula road: half-molecule reference and O2 gas ----
p_final = float(n_mol) * kT_J / volume
mu_half = 0.5 * kT * np.log(p_final / (kT_J * q_mol))
mu_atom = float(mu_atom_kT) * kT
weight = np.exp(-(E_half_ref + mu_half) / kT)
x_formula = weight / (1 + weight)
assert abs(x_counted / x_formula - 1) < 1e-5
assert abs((mu_half - mu_atom) - gap) < 1e-6

# Mixing the atomic vacancy energy with the molecular chemical potential.
x_mixed = np.exp(-(E_atom_ref + mu_half) / kT)
orders_lost = np.log10(x_formula / x_mixed)
assert orders_lost > 5

# ---- effects outside the simple energy difference ----
zero_point = vib_quantum / 4           # per O atom
fine_levels = 5 + 3 * np.exp(-0.02 / kT) + np.exp(-0.03 / kT)
fine_shift = kT * np.log(9 / fine_levels)
lattice_quantum = 0.05                 # eV, rough
lattice_shift = -3 * kT * np.log(2 * np.sinh(lattice_quantum / (2 * kT)))
fermi_below = 0.5                      # eV below the 2+/0 transition level
charge_shift = -2 * fermi_below
pbe_error = D_pbe / 2 - gap


def show(label, value, unit, form=".3f"):
    print(f"{label}: {value:{form}} {unit}".rstrip())


show("Vacancy energy, free-atom reference", E_atom_ref, "eV", ".1f")
show("Vacancy energy, half-O2 reference", E_half_ref, "eV", ".1f")
show("Difference of the two", gap, "eV", ".2f")
show("O2 dissociation energy D needed", D_needed, "eV", ".2f")
show("O2 bond length used", BOND, "angstrom", ".2f")
show("D, CCSD(T)/cc-pVDZ", D_dz, "eV")
show("D, same level, molecule pulled to 10 angstrom", D_pulled, "eV")
show("D, CCSD(T)/cc-pVTZ", D_tz, "eV")
show("D, CCSD(T) extrapolated", D_cc, "eV")
show("D/2, CCSD(T) extrapolated", D_cc / 2, "eV")
show("D, PBE/cc-pVTZ", D_pbe, "eV")
show("D/2, PBE/cc-pVTZ", D_pbe / 2, "eV")
show("9.1 eV value minus PBE D/2", E_atom_ref - D_pbe / 2, "eV")
show("Anneal temperature", T, "K", ".0f")
show("Thermal energy kT", kT, "eV", ".4f")
show("Initial O2 pressure", p_torr, "Torr", ".1e")
show("O2 pressure at equilibrium", p_final / const.torr, "Torr", ".5e")
show("Free-O pressure at equilibrium",
     float(n_free) * kT_J / volume / const.torr, "Torr", ".3e")
show("O2 vibration quantum (rough input)", vib_quantum, "eV", ".2f")
show("q of O2 per volume", q_mol, "m^-3", ".3e")
show("q of O atom per volume", q_atom, "m^-3", ".3e")
show("mu from half O2", mu_half, "eV")
show("mu from free atom", mu_atom, "eV")
show("E_f + mu, half-O2 reference", E_half_ref + mu_half, "eV")
show("E_f + mu, free-atom reference", E_atom_ref + mu_atom, "eV")
show("Vacancy fraction, counted with free atoms", x_counted, "", ".4e")
show("Vacancy fraction, formula with half O2", x_formula, "", ".4e")
show("O site density (rough input)", site_density, "cm^-3", ".1e")
show("Neutral vacancy density", x_formula * site_density, "cm^-3", ".2e")
show("Density with mixed references", x_mixed * site_density, "cm^-3", ".2e")
show("Powers of ten lost by mixing", orders_lost, "", ".2f")
show("O2 zero-point energy per O", zero_point, "eV")
show("O-atom fine-structure shift at T", fine_shift, "eV")
show("Lattice mode quantum (rough input)", lattice_quantum, "eV", ".2f")
show("Shift from three lost lattice modes", lattice_shift, "eV")
show("Density factor from lost modes", np.exp(-lattice_shift / kT), "", ".3f")
show("Fermi level below 2+/0 level (input)", fermi_below, "eV", ".1f")
show("Energy shift of 2+ vacancy", charge_shift, "eV", ".1f")
show("Density factor from charging", np.exp(-charge_shift / kT), "", ".2e")
show("PBE D/2 minus 2.6 eV", pbe_error, "eV")
show("Density factor from that PBE error", np.exp(pbe_error / kT), "", ".1f")
print("verified")
```

It prints:

```
Vacancy energy, free-atom reference: 9.1 eV
Vacancy energy, half-O2 reference: 6.5 eV
Difference of the two: 2.60 eV
O2 dissociation energy D needed: 5.20 eV
O2 bond length used: 1.21 angstrom
D, CCSD(T)/cc-pVDZ: 4.514 eV
D, same level, molecule pulled to 10 angstrom: 4.514 eV
D, CCSD(T)/cc-pVTZ: 4.928 eV
D, CCSD(T) extrapolated: 5.008 eV
D/2, CCSD(T) extrapolated: 2.504 eV
D, PBE/cc-pVTZ: 6.252 eV
D/2, PBE/cc-pVTZ: 3.126 eV
9.1 eV value minus PBE D/2: 5.974 eV
Anneal temperature: 1300 K
Thermal energy kT: 0.1120 eV
Initial O2 pressure: 1.0e-03 Torr
O2 pressure at equilibrium: 9.99910e-04 Torr
Free-O pressure at equilibrium: 1.803e-07 Torr
O2 vibration quantum (rough input): 0.20 eV
q of O2 per volume: 7.389e+35 m^-3
q of O atom per volume: 5.074e+33 m^-3
mu from half O2: -2.192 eV
mu from free atom: -4.792 eV
E_f + mu, half-O2 reference: 4.308 eV
E_f + mu, free-atom reference: 4.308 eV
Vacancy fraction, counted with free atoms: 1.9953e-17
Vacancy fraction, formula with half O2: 1.9953e-17
O site density (rough input): 5.5e+22 cm^-3
Neutral vacancy density: 1.10e+06 cm^-3
Density with mixed references: 9.14e-05 cm^-3
Powers of ten lost by mixing: 10.08
O2 zero-point energy per O: 0.050 eV
O-atom fine-structure shift at T: 0.009 eV
Lattice mode quantum (rough input): 0.05 eV
Shift from three lost lattice modes: 0.268 eV
Density factor from lost modes: 0.091
Fermi level below 2+/0 level (input): 0.5 eV
Energy shift of 2+ vacancy: -1.0 eV
Density factor from charging: 7.53e+03
PBE D/2 minus 2.6 eV: 0.526 eV
Density factor from that PBE error: 109.3
verified
```
